\section*{Coulomb drag from interwire backscattering in spinless Luttinger liquids}

\section*{Question}

I have two identical, parallel, clean wires of spinless electrons. They interact through the Coulomb force, but electrons cannot tunnel between them. A current $I_1$ flows in wire 1, wire 2 carries none, and I want the drag resistivity $r_D=|E_2|/I_1$, where $E_2$ is the field that builds up in wire 2.

I treat the interwire $2k_F$ backscattering as a perturbation on two Luttinger liquids. The operator has scaling dimension $2K$, and the golden-rule rate of backscattering events per unit length comes out as $T^{4K-2}$. For free electrons this gives $T^2$, yet a direct Fermi-liquid argument seems to give a drag linear in $T$. What have I lost? Which $K$ enters, what is the prefactor, and when can I trust the answer?

\section*{Answer}

Your one-way event rate is right. Drag, however, measures the \emph{difference} between forward and reverse events. At small current that difference is the one-way rate times a bias divided by $k_BT$, which removes one power of $T$. The full calculation follows, with $e>0$, currents counted along the electron flow, and $\tau=\hbar/k_BT$.

\subsection*{The operator and the relative mode}

Write $\psi_i=e^{ik_Fx}\psi_{Ri}+e^{-ik_Fx}\psi_{Li}$ for wire $i$. Its density contains $e^{-2ik_Fx}\psi^\dagger_{Ri}\psi_{Li}+\mathrm{h.c.}$ In the product of the two densities the phases cancel because the wires have equal $k_F$. The slowly varying part is
\begin{equation}
H_b=V\!\int\!dx\,(O+O^\dagger),\qquad
O=\psi^\dagger_{R1}\psi_{L1}\psi^\dagger_{L2}\psi_{R2},
\end{equation}
where $V=V_{12}(2k_F)$ is an energy times a length. The operator $O^\dagger$ turns a right mover of wire 1 into a left mover and does the reverse in wire 2.

With $\rho_i=-\partial_x\phi_i/\pi$ for the smooth density and a short-distance cutoff $\alpha$, $\psi^\dagger_{Ri}\psi_{Li}=e^{2i\phi_i}/(2\pi\alpha)$. Hence
\begin{equation}
O=\frac{e^{2i(\phi_1-\phi_2)}}{(2\pi\alpha)^2}
=\frac{e^{i2\sqrt2\,\phi_-}}{(2\pi\alpha)^2},\qquad
\phi_-=\frac{\phi_1-\phi_2}{\sqrt2}.
\end{equation}
So $K$ and $v$ below belong to the relative mode.

To estimate them, let $V_a$ and $V_e$ be the intrawire and interwire interactions, and set $U=V_a(0)-V_a(2k_F)-V_e(0)$. The middle term is the intrawire exchange. To first order in the interaction parameters, and with the same-branch exchange fixed by Galilean invariance, the relative density $\rho=\rho_R+\rho_L$ and $\sigma=\rho_R-\rho_L$ obey
\begin{equation}
\partial_t\rho=-v_F\partial_x\sigma,\qquad
\partial_t\sigma=-\left(v_F+\frac{U}{\pi\hbar}\right)\partial_x\rho .
\end{equation}
In Luttinger form the two coefficients are $vK$ and $v/K$. Therefore
\begin{equation}
K=\left(1+\frac{U}{\pi\hbar v_F}\right)^{-1/2},\qquad v=\frac{v_F}{K}.
\end{equation}

\subsection*{Thermal correlator}

For the Gaussian field $\phi_-$,
\begin{equation}
\langle\phi_-(x,t)\phi_-(0,0)\rangle=\frac K2\int_0^\infty\!\frac{dq}{q}e^{-\alpha q}\cos qx
\left[\coth\frac{qv\tau}{2}\cos qvt-i\sin qvt\right].
\end{equation}
It is convenient to move the time contour to $t-i\tau/2$. The bracket then becomes $\cos(qvt)/\sinh(qv\tau/2)$. The Gaussian identity with exponent coefficient $(2\sqrt2)^2=8$ gives $\langle OO^\dagger\rangle=(2\pi\alpha)^{-4}e^{-4KS}$, where
\begin{equation}
S=\int_0^\infty\!\frac{dq}{q}e^{-\alpha q}
\left[\coth\frac{qv\tau}{2}-\frac{\cos qx\,\cos qvt}{\sinh(qv\tau/2)}\right].
\end{equation}

First take $x=t=0$. The bracket is $\tanh(qv\tau/4)$. Put $y=qv\tau/4$, $\epsilon=4\alpha/v\tau$, and expand $\tanh y=\sum_{n\ge0}(-1)^n(e^{-2ny}-e^{-2(n+1)y})$. Each term integrates to a logarithm, and for $\epsilon\to0$ the Wallis product gives
\begin{equation}
S(0,0)=\ln\frac2\epsilon+\ln\frac2\pi=\ln\frac{v\tau}{\pi\alpha}.
\end{equation}
For the rest, use $2\cos qx\cos qvt=\cos q(x-vt)+\cos q(x+vt)$ and
\begin{equation}
\int_0^\infty\frac{dq}{q}\frac{1-\cos qs}{\sinh(qv\tau/2)}=\ln\cosh\frac{\pi s}{v\tau},
\end{equation}
which follows by integrating $\int_0^\infty dq\,\sin(qs)/\sinh(qv\tau/2)=(\pi/v\tau)\tanh(\pi s/v\tau)$ from $s=0$. With
\begin{equation}
\vartheta=\frac{\pi\alpha}{v\tau}=\frac{\pi\alpha k_BT}{\hbar v}\ll1,
\end{equation}
the correlator at the shifted time is
\begin{equation}
\langle OO^\dagger\rangle=\frac{\vartheta^{4K}}{(2\pi\alpha)^4}
\left[\cosh\frac{\pi(t-x/v)}{\tau}\cosh\frac{\pi(t+x/v)}{\tau}\right]^{-2K}.
\end{equation}

\subsection*{What the current does}

Continuity gives the particle current $I_1/e=\partial_t\phi_1/\pi$. A steady current thus adds $\pi I_1t/e$ to $\phi_1$. In the quadratic Luttinger Hamiltonian this uniform motion separates from the thermal fluctuations. The operator $O$ acquires the phase $e^{i\omega t}$, with
\begin{equation}
\omega=\frac{2\pi I_1}{e},\qquad \hbar\omega=\frac{hI_1}{e}.
\end{equation}
For free electrons $\hbar\omega$ is the difference between the chemical potentials of right and left movers.

Define $C(\omega)=\int dx\,dt\,e^{i\omega t}\langle O(x,t)O^\dagger(0,0)\rangle$, with the average taken at zero current. Events that reduce the current in wire 1 occur at the rate $(V/\hbar)^2C(\omega)$ per length, and reverse events at $(V/\hbar)^2C(-\omega)$. The net rate is
\begin{equation}
\mathcal R=\frac{V^2}{\hbar^2}\,[C(\omega)-C(-\omega)].
\end{equation}

The contour shift multiplies the integral by $e^{\omega\tau/2}$, and what remains is even in $\omega$. Hence $C(-\omega)=e^{-\omega\tau}C(\omega)$, and for $\omega\tau\ll1$
\begin{equation}
\mathcal R=\frac{V^2}{\hbar^2}\,\omega\tau\,C(0).
\end{equation}
The factor $\omega\tau=hI_1/(ek_BT)$ is the missing inverse power of $T$.

To find $C(0)$, set $u=t-x/v$ and $w=t+x/v$, so that $dx\,dt=(v/2)\,du\,dw$. The two integrals are equal, each being $(\tau/\pi)B$, where
\begin{equation}
B=\int_{-\infty}^{\infty}\frac{dy}{\cosh^{2K}y}
=\int_0^1\!ds\,s^{-1/2}(1-s)^{K-1}
=\frac{\sqrt\pi\,\Gamma(K)}{\Gamma(K+\frac12)},
\end{equation}
by the substitution $s=\tanh^2y$. Thus
\begin{equation}
C(0)=\frac{\vartheta^{4K}}{(2\pi\alpha)^4}\,\frac v2\,\frac{\tau^2}{\pi^2}\,B^2 .
\end{equation}
This is your $T^{4K-2}$: $T^{4K}$ from the correlator and $T^{-2}$ from integrating over the thermal region of space and time.

\subsection*{From the rate to the drag field}

A field $E_2$ shifts momenta at the rate $eE_2/\hbar$. States are spaced by $2\pi$ per unit length, so it transfers electrons between the branches at the rate $eE_2/h$ per length. Zero steady current in wire 2 requires this to cancel the backscattering:
\begin{equation}
eE_2=h\mathcal R .
\end{equation}
The force balance $enE_2=2\hbar k_F\mathcal R$ with $n=k_F/\pi$ says the same. The field force opposes the drag force; $E_2$ here is a magnitude. Dividing by $I_1=e\omega/2\pi$,
\begin{equation}
r_D=\frac{h}{e^2}\,2\pi\frac{V^2}{\hbar^2}\,\tau C(0)
=\frac{h}{e^2}\left(\frac{V}{\hbar v}\right)^2\frac{(v\tau)^3B^2}{16\pi^5\alpha^4}\,\vartheta^{4K}.
\end{equation}
Since $v\tau=\pi\alpha/\vartheta$,
\begin{equation}
\boxed{\,r_D=\frac{h}{e^2}\left(\frac{V}{\hbar v}\right)^2
\frac{B^2}{16\pi^2\alpha}\left(\frac{\pi\alpha k_BT}{\hbar v}\right)^{4K-3}}
\end{equation}
to second order in $V$. Direct space-time integration of the correlator, followed by the finite-bias rate difference, gives temperature exponents $-0.4000$, $0.0000$, $0.6000$ and $1.0000$ at $K=0.65$, $0.75$, $0.90$ and $1.00$.

\subsection*{The noninteracting limit}

Here ``noninteracting'' means no forward interaction, while $V$ is kept as the weak probe. Then $K=1$, $v=v_F$ and $B=2$, and the cutoff cancels:
\begin{equation}
r_D=\frac{h}{e^2}\left(\frac{V}{\hbar v_F}\right)^2\frac{k_BT}{4\pi\hbar v_F}.
\end{equation}

Fermions give the same result without bosonization. Let $a$ and $b$ be the momentum changes between the initial and final right movers and left movers. Conservation requires $a+b=0$ and $\hbar v_F(a-b)=0$, so $a=b=0$: the right mover created in wire 2 has the momentum and energy of the one removed from wire 1, and the left mover created in wire 1 has those of the one removed from wire 2. Each electron stays in its own wire and reverses direction there. The delta functions supply $1/(2\hbar v_F)$. The one-way rate is
\begin{equation}
\frac{2\pi V^2}{\hbar}\,\frac{2\pi}{(2\pi)^4}\,\frac{1}{2\hbar v_F}\,
\frac{1}{(\hbar v_F)^2}\left[\int d\varepsilon\,f(1-f)\right]^2
=\frac{V^2(k_BT)^2}{8\pi^2\hbar^4v_F^3},
\end{equation}
because the integral equals $k_BT$ at zero bias. This is the $T^2$ you found. Multiplying by $\omega\tau$ and then by $h/(eI_1)$ gives the linear law above.

A separate golden-rule calculation with drifted parabolic bands and constant $V$ tests the force balance as well. At $k_BT/E_F=0.01$ its drag is $1.0001$ times the linear law, and its temperature exponent between half that temperature and that temperature is $1.0001$.

\subsection*{Larger currents and unequal densities}

At nonzero $\omega$ each light-cone integral contains $e^{i\omega u/2}$, and
\begin{equation}
\int_{-\infty}^{\infty}\!dy\,\frac{e^{i\eta y}}{\cosh^{2K}y}
=2^{2K-1}\frac{|\Gamma(K+i\eta/2)|^2}{\Gamma(2K)} .
\end{equation}
With $s=hI_1/(ek_BT)$ and $\eta=s/2\pi$, the ratio of $E_2/I_1$ to its linear value is
\begin{equation}
\frac{\sinh(s/2)}{s/2}\left|\frac{\Gamma(K+is/4\pi)}{\Gamma(K)}\right|^4 .
\end{equation}
For $s\gg1$, $|\Gamma(K+iy)|^2\simeq2\pi y^{2K-1}e^{-\pi y}$. The exponentials cancel and $E_2/I_1\propto I_1^{4K-3}$, provided $\hbar\omega$ stays below the band cutoff. The current then plays the part of temperature.

A density difference $\delta n$ leaves a phase of wave number $q_0=2\pi\delta n$ in $O$. The linear drag is then multiplied by $|\Gamma(K+i\hbar vq_0/4\pi k_BT)/\Gamma(K)|^4$. The power law therefore needs $\hbar vq_0\ll4\pi k_BT$; on further cooling the mismatch suppresses this contribution.

\subsection*{When perturbation theory holds}

The perturbative drag falls on cooling for $K>3/4$, is independent of $T$ at $K=3/4$, and rises for $K<3/4$. The value $3/4$ is not where the operator becomes relevant. That happens at $K=1$, since its dimension $2K$ is then compared with two space-time dimensions.

Let $y=V/\pi\hbar v$ be the initial dimensionless coupling and $\ell$ the logarithm of the length scale. Near $K=1$ the one-loop Berezinskii--Kosterlitz--Thouless equations are
\begin{equation}
\frac{dy}{d\ell}=2(1-K)y,\qquad \frac{dK}{d\ell}=-\frac{y^2}{2}.
\end{equation}
For $K<1$ the coupling grows on cooling, and the two density modulations tend to lock below a scale $T^*$. The power law holds for $T^*\ll T\ll\hbar v/(\pi\alpha k_B)$. Falling drag in that window does not imply that the drag vanishes at zero temperature. At $K=1$ the coupling is marginal, so the linear law is the lowest-order result and higher orders can bring logarithms. At finite $y$ these equations also lead to strong coupling at $K=1$ and slightly above it, up to about $K=1+y/2$, though for small $y$ only at extremely low temperature.

\subsection*{A worked case: InAs-like wires}

Take rough InAs-wire parameters: mass $0.03\,m_e$, dielectric constant 15, $g$ factor 15, density $15\ \mu\mathrm m^{-1}$ and $T=1$ K. The wires are 20 nm apart and 12 nm from a metal gate, and the intrawire interaction is softened at 5 nm. A field of 8 T along the wires polarizes the spins.

The gated Coulomb interaction gives $V_a(0)=0.30525$, $V_a(2k_F)=0.17198$, $V_e(0)=0.08563$ and $V=0.01809$ eV nm. Thus $U=0.0476$ eV nm. With $\hbar v_F=0.11969$ eV nm,
\begin{equation}
K=\left(1+\frac{0.0476}{\pi\times0.11969}\right)^{-1/2}=0.942,
\qquad 4K-3=0.768 .
\end{equation}
Then $\hbar v=0.12705$ eV nm and $V/\hbar v=0.1424$. Choosing $\alpha=1/k_F=21.22$ nm gives $\vartheta=0.0452$, and $B=2.075$. Hence
\begin{equation}
r_D=25813\,\Omega\times\frac{(0.1424)^2(2.075)^2}{16\pi^2\times21.22\ \mathrm{nm}}
\,(0.0452)^{0.768}\simeq62\ \Omega/\mu\mathrm m .
\end{equation}

The linear law with the same $V$ gives $34\ \Omega/\mu$m. The ratio factors as
\begin{equation}
\left(\frac{v_F}{v}\right)^3\left(\frac B2\right)^2\vartheta^{4K-4}
\simeq0.836\times1.076\times2.049\simeq1.84 .
\end{equation}
The enhancement thus comes mainly from the slower decay of the relative-mode correlations. It depends on the cutoff: halving or doubling $\alpha$ gives 73 or $53\ \Omega/\mu$m. The exponent does not depend on this choice, but $K$ itself is a first-order estimate that rests on a small difference of larger interactions. Second-order corrections to the two stiffnesses, with $V$ kept at its bare value, lower $K$ to 0.938--0.940 and the exponent to 0.75--0.76, and raise $r_D$ to 65--66 $\Omega/\mu$m; part of this shift is the flow described next.

The one-loop flow raises $y$ from 0.045 to 0.066 at 1 K and lowers $K$ to 0.937, which would shift the exponent by about $-0.02$. The same flow puts $T^*$ near $2\times10^{-5}$ K, but this is only a rough indication: lowering the starting $K$ by 0.02 raises it about 8 times, and raising $K$ by 0.02 lowers it about 25 times.

Small-momentum drag, which needs band curvature, is also left out. A golden-rule estimate with the bare gated interaction gives $11\ \Omega/\mu$m, a third of the corresponding free backscattering value of $34\ \Omega/\mu$m. It scales as $T^2$: two thermal windows and one momentum transfer give $T^3$, and the response factor gives $T^{-1}$. This bare estimate does not apply at these parameters. The two electrons move in the same direction at nearly the same speed, so repeated scattering is governed by $V_e(0)k_F/2\pi k_BT\simeq7.5$ rather than by $V_e(0)/\hbar v_F\simeq0.7$. Screening the interaction in the random-phase approximation lowers the estimate to about $0.09\ \Omega/\mu$m or less at 1 K and makes it fall roughly as $T^6$. That approximation is itself crude. These collisions also conserve the numbers of right and left movers in each wire, so in a long wire they can balance a field only if another process equilibrates the branches. The size of this contribution is therefore not settled here. Cooling demands better matched densities. For a 1\% mismatch the suppression factor given above is 0.96 at 1 K, 0.84 at 0.5 K and 0.52 at 0.25 K, which makes the apparent power law steeper.

As a device, this case is demanding. The separation and gate distance are small, the densities must match, and without the strong field the electrons have two spin species, to which this spinless law does not apply. At 8 T and with the bulk $g=15$, the minority band lies about $48\,k_BT$ above the Fermi level. Confinement lowers $g$ and raises the mass. A hard-wall Kane estimate for radii of 10 and 5 nm gives $g\simeq11$ and 7 and masses of 0.035 and $0.055\,m_e$. The gap then shrinks to 31 and $18\,k_BT$, and $K$ falls to 0.93 and 0.90. For a rough Rashba coefficient of 10 meV nm, spin canting lowers the factor $V^2$ by about 4\%. It also weakens the intrawire exchange and lowers the band velocity, and both of these raise the drag by similar amounts, so the overlap alone does not fix the sign of the net change. At 1 K a 1\% density mismatch lowers the drag by about 4\%. A current of 1 nA gives $s=0.30$ and changes $r_D$ by 0.2\%. For a 10 nm barrier of 1 eV and barrier mass $0.1\,m_e$, the rough tunnelling energy is $10^{-4}k_BT$. It rises to about $2\times10^{-3}k_BT$ for a barrier mass of $0.06\,m_e$, and to $2\times10^{-2}k_BT$ for a 0.5 eV barrier of mass $0.08\,m_e$. Real wires also contain disorder and have contacts, whose effect on the number is not calculated here. The formula needs clean wires much longer than $\hbar v/\pi k_BT=0.47\ \mu$m, and this length grows as $1/T$ on cooling. The numerical output lists the remaining inputs and intermediate values.

\section*{Table of computed values}
\begin{verbatim}
Quadrature temperature exponent at K=0.65: -0.4000
Quadrature temperature exponent at K=0.75: 0.0000
Quadrature temperature exponent at K=0.90: 0.6000
Quadrature temperature exponent at K=1.00: 1.0000
Parabolic/linear-law ratio at kT/EF=0.01: 1.00012
Parabolic free-fermion temperature exponent: 1.00013
Input effective mass: 0.030 electron masses
Input density: 15.0 per um
Input temperature: 1.00 K; field: 8.0 T
Input wire separation: 20.0 nm
Input gate distance: 12.0 nm; softening: 5.0 nm
Input dielectric constant: 15.0; g factor: 15.0
Fermi wave number: 0.04712 per nm; cutoff: 21.22 nm
Fermi energy: 2.820 meV; kT: 0.08617 meV
hbar*vF: 0.11969 eV nm; relative hbar*v: 0.12705 eV nm
Intrawire V(0): 0.30525 eV nm; V(2kF): 0.17198 eV nm
Interwire V(0): 0.08563 eV nm; V(2kF): 0.01809 eV nm
Relative K: 0.94210; drag exponent: 0.76841
V/(hbar v): 0.14239; pi*cutoff*kT/(hbar v): 0.04522
B(K): 2.07492
Resistance quantum h/e^2: 25812.807 ohm
Backscattering drag: 62.2786 ohm/um
Noninteracting linear-law drag: 33.7816 ohm/um
Backscattering drag at 0.5 K: 36.5616 ohm/um
Backscattering drag at 2.0 K: 106.0846 ohm/um
Drag with cutoff times 0.5: 73.1232 ohm/um
Drag with cutoff times 2.0: 53.0423 ohm/um
Free backscattering with curvature and V(q): 34.0153 ohm/um
Its shift on halving the mesh: 5.69e-09 ohm/um
Bare small-momentum drag: 11.4606 ohm/um
Its mesh shift: -1.88e-03 ohm/um
Small-momentum/free backscattering: 0.3369
Initial flow coupling y: 0.04532; at T: 0.06570
One-loop K at T: 0.93741
One-loop locking temperature estimate: 1.98e-05 K
Zeeman splitting: 6.946 meV
Minority-spin gap/kT: 47.88
Input Rashba coefficient: 10.0 meV nm
Drag factor from Rashba canting: 0.96417
Input barrier: 10.0 nm, 1.0 eV
Input barrier mass: 0.10 electron masses
Rough tunnelling energy/kT: 1.34e-04
Drag factor for 1 percent density mismatch: 0.95723
At 1 nA, hI/(e kT): 0.29955
At 1 nA, nonlinear/linear drag: 1.00170
Thermal length hbar*v/(pi*kT): 0.4693 um
\end{verbatim}
